# Effective electron repulsion on a defect level coupled to the lattice: a numerical check

```python
"""
Result under test: a localised level with n = 0, 1, 2 electrons, coupled to one
harmonic coordinate Q, has the effective repulsion
    U_eff = E(2) + E(0) - 2 E(1) = U - g^2/K.
H = eps*n + U*n_up*n_dn + P^2/(2M) + K*Q^2/2 - g*n*Q
eps: level energy above the valence-band edge (eV); U: repulsion at fixed Q (eV)
g: force per electron (eV/angstrom); K: stiffness (eV/angstrom^2); M: mass
E(n): lowest energy with n electrons, found here by diagonalising H on a grid in Q.
Parameters are round model values in the rough regime of the silicon vacancy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import logsumexp

eps, U, g, K = 0.30, 0.25, 2.0, 12.0
mass_amu = 28.0855
eV = const.e
mass = mass_amu * const.atomic_mass
hbar2_over_M = const.hbar**2 / mass / eV * 1e20      # eV angstrom^2
k_B = const.k / eV                                   # eV/K
hartree = const.physical_constants["Hartree energy in eV"][0]

# Real-space grid (angstrom) and sinc-function kinetic energy
Q = np.linspace(-0.5, 0.9, 101)
dQ = Q[1] - Q[0]
index = np.arange(Q.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
kinetic = kinetic * hbar2_over_M / (2 * dQ**2)


def solve(n, force=g, stiff_change=0.0, cubic=0.0, n_ref=0):
    """Levels and states for n electrons; stiffness is K*(1 + stiff_change*n)."""
    stiffness = K * (1 + stiff_change * n)
    potential = 0.5 * stiffness * Q**2 + cubic * Q**3 - force * (n - n_ref) * Q
    electronic = eps * n + (U if n == 2 else 0.0)
    return np.linalg.eigh(kinetic + np.diag(potential + electronic))


def second_difference(**options):
    E0, E1, E2 = (solve(n, **options)[0][0] for n in range(3))
    return E2 + E0 - 2 * E1


# Effective repulsion: diagonalisation against the formula, both signs of U_eff
U_eff = U - g**2 / K
for force in (0.0, 1.0, 2.0, 3.0):
    assert abs(second_difference(force=force) - (U - force**2 / K)) < 1e-7
assert abs(second_difference(n_ref=1) - U_eff) < 1e-7
U_eff_grid = second_difference()
g_critical = brentq(lambda f: second_difference(force=f), 0.5, 2.8)
assert abs(g_critical - np.sqrt(K * U)) < 1e-6

# Displacements, transition levels, zero-phonon overlap
solutions = [solve(n) for n in range(3)]
E = np.array([s[0][0] for s in solutions])
ground = [s[1][:, 0] for s in solutions]
Q_mean = [float(np.sum(v**2 * Q)) for v in ground]
for n in range(3):
    assert abs(Q_mean[n] - g * n / K) < 1e-6
level_01, level_12 = E[1] - E[0], E[2] - E[1]
assert abs(level_01 - (eps - g**2 / (2 * K))) < 1e-7
assert abs(level_12 - (eps + U - 3 * g**2 / (2 * K))) < 1e-7
phonon = solutions[0][0][1] - solutions[0][0][0]
assert abs(phonon - np.sqrt(K * hbar2_over_M)) < 1e-7
S = g**2 / (2 * K * phonon)
overlap2 = float(ground[0] @ ground[1])**2
assert abs(overlap2 / np.exp(-S) - 1) < 1e-5

# Ground-state occupation as the Fermi level is scanned
fermi_scan = np.linspace(-0.2, 0.8, 2001)


def ground_occupations(force):
    energies = np.array([solve(n, force=force)[0][0] for n in range(3)])
    grand = energies[:, None] - np.arange(3)[:, None] * fermi_scan
    return set(np.argmin(grand, axis=0).tolist())


assert ground_occupations(2.0) == {0, 2}
assert ground_occupations(1.0) == {0, 1, 2}
fermi_mid = (E[2] - E[0]) / 2


# Finite temperature: lattice free energies and largest share of n = 1
def free_energies(T):
    kT = k_B * T
    return np.array([-kT * logsumexp(-s[0] / kT) for s in solutions])


def largest_single_share(T, degeneracy):
    kT, F = k_B * T, free_energies(T)

    def minus_log_share(mu):
        logs = np.log(degeneracy) - (F - mu * np.arange(3)) / kT
        return logsumexp(logs) - logs[1]
    best = minimize_scalar(minus_log_share, bounds=(-0.1, 0.3), method="bounded",
                           options={"xatol": 1e-9})
    return float(np.exp(-best.fun))


shares = {}
for T in (77.0, 150.0):
    F = free_energies(T)
    assert abs(F[2] + F[0] - 2 * F[1] - U_eff) < 1e-7
    x = np.exp(U_eff / (2 * k_B * T))
    for name, d in (("spin only", (1, 2, 1)), ("with orientation", (1, 6, 3))):
        shares[T, name] = largest_single_share(T, d)
        formula = d[1] * x / (d[1] * x + 2 * np.sqrt(d[0] * d[2]))
        assert abs(shares[T, name] / formula - 1) < 1e-4


# Two distant centres: lowest crossing of the (1,1) and (0,2) energy surfaces
def surface(q, occupation):
    return sum(eps * n + (U if n == 2 else 0) + K * y**2 / 2 - g * n * y
               for n, y in zip(occupation, q))


start = minimize(surface, [0.1, 0.1], args=((1, 1),), tol=1e-10).fun
crossing = minimize(surface, [0.1, 0.2], args=((1, 1),), method="SLSQP",
                    constraints={"type": "eq", "fun": lambda q:
                                 surface(q, (1, 1)) - surface(q, (0, 2))},
                    options={"ftol": 1e-13})
assert crossing.success
barrier = crossing.fun - start
assert abs(barrier - U**2 * K / (4 * g**2)) < 1e-6

# Neglected: stiffness that depends on the occupation
stiff_step = 0.05
U_soft = second_difference(stiff_change=-stiff_step)
U_hard = second_difference(stiff_change=stiff_step)
for s, value in ((-stiff_step, U_soft), (stiff_step, U_hard)):
    classical = U - 2 * g**2 / (K * (1 + 2 * s)) + g**2 / (K * (1 + s))
    zero_point = phonon / 2 * (np.sqrt(1 + 2 * s) + 1 - 2 * np.sqrt(1 + s))
    assert abs(value - classical - zero_point) < 1e-7
stiff_zero = brentq(lambda s: second_difference(stiff_change=s), 0.0, 0.3)

# Neglected: cubic lattice energy, a set fraction of the harmonic one at n = 2
cubic_fraction = 0.10
cubic = cubic_fraction * (K / 2) / Q_mean[2]
U_cubic_minus = second_difference(cubic=-cubic)
U_cubic_plus = second_difference(cubic=cubic)
small = 0.01
slope = (second_difference(cubic=small) - second_difference(cubic=-small)) / (2 * small)
assert abs(slope / (6 * (g / K)**3) - 1) < 1e-3

# Neglected: hole tunnelling out of the level in a junction field
field_MV_cm, hole_mass = 0.1, 0.3
field = field_MV_cm * 1e8                            # V/m
m_hole = hole_mass * const.m_e
depth = level_01 * eV
width = depth / (eV * field)
# substitution x = width*(1 - t^2) removes the square-root end point
wkb = quad(lambda t: 2 * np.sqrt(2 * m_hole * depth) * t / const.hbar
           * 2 * width * t, 0, 1)[0]
wkb_formula = 4 * np.sqrt(2 * m_hole) * depth**1.5 / (3 * const.hbar * eV * field)
assert abs(wkb / wkb_formula - 1) < 1e-9
kT77 = k_B * 77.0

print(f"Level energy eps above valence band: {eps:.2f} eV")
print(f"Repulsion U at fixed lattice: {U:.2f} eV")
print(f"Force per electron g: {g:.1f} eV/angstrom")
print(f"Stiffness K: {K:.1f} eV/angstrom^2")
print(f"Mass M: {mass_amu:.4f} atomic mass units")
print(f"Vibrational quantum: {phonon:.4f} eV")
print(f"Lattice term g^2/K: {g**2 / K:.4f} eV")
print(f"One-electron relaxation energy g^2/(2K): {g**2 / (2 * K):.4f} eV")
print(f"U_eff from formula: {U_eff:.4f} eV = {U_eff / hartree:.6f} hartree")
print(f"U_eff from diagonalisation: {U_eff_grid:.4f} eV")
print(f"Force at which U_eff = 0: {g_critical:.4f} eV/angstrom")
print(f"Displacement, n = 1: {Q_mean[1]:.4f} angstrom")
print(f"Displacement, n = 2: {Q_mean[2]:.4f} angstrom")
print(f"Level E(1)-E(0) above valence band: {level_01:.4f} eV")
print(f"Level E(2)-E(1) above valence band: {level_12:.4f} eV")
print(f"Fermi level where n jumps from 0 to 2: {fermi_mid:.4f} eV")
print(f"Huang-Rhys factor S: {S:.3f} (no unit)")
print(f"Zero-phonon overlap squared, n = 0 to 1: {overlap2:.4f} (no unit)")
print(f"Crossing barrier (1,1) to (0,2): {barrier:.4f} eV")
for (T, name), share in shares.items():
    print(f"Largest n = 1 share, {T:.0f} K, {name}: {100 * share:.3f} %")
print(f"Stiffness change tried per electron: {100 * stiff_step:.0f} %")
print(f"U_eff if each electron softens K so: {U_soft:.4f} eV")
print(f"U_eff if each electron stiffens K so: {U_hard:.4f} eV")
print(f"Stiffening per electron that gives U_eff = 0: {100 * stiff_zero:.2f} %")
print(f"Cubic share of harmonic energy at n = 2: {100 * cubic_fraction:.0f} %")
print(f"Cubic coefficient: {cubic:.2f} eV/angstrom^3")
print(f"U_eff with negative cubic term: {U_cubic_minus:.4f} eV")
print(f"U_eff with positive cubic term: {U_cubic_plus:.4f} eV")
print(f"Junction field: {field_MV_cm:.1f} MV/cm")
print(f"Hole mass for tunnelling: {hole_mass:.1f} electron masses")
print(f"Tunnelling exponent from E(1)-E(0): {wkb:.1f} (no unit)")
print(f"Tunnelling exponent plus S: {wkb + S:.1f} (no unit)")
print(f"Thermal emission exponent at 77 K: {level_01 / kT77:.1f} (no unit)")
print(f"Jump Fermi level over kT at 77 K: {fermi_mid / kT77:.1f} (no unit)")
print("all tests passed")
```

It prints:

```
Level energy eps above valence band: 0.30 eV
Repulsion U at fixed lattice: 0.25 eV
Force per electron g: 2.0 eV/angstrom
Stiffness K: 12.0 eV/angstrom^2
Mass M: 28.0855 atomic mass units
Vibrational quantum: 0.0423 eV
Lattice term g^2/K: 0.3333 eV
One-electron relaxation energy g^2/(2K): 0.1667 eV
U_eff from formula: -0.0833 eV = -0.003062 hartree
U_eff from diagonalisation: -0.0833 eV
Force at which U_eff = 0: 1.7321 eV/angstrom
Displacement, n = 1: 0.1667 angstrom
Displacement, n = 2: 0.3333 angstrom
Level E(1)-E(0) above valence band: 0.1333 eV
Level E(2)-E(1) above valence band: 0.0500 eV
Fermi level where n jumps from 0 to 2: 0.0917 eV
Huang-Rhys factor S: 3.944 (no unit)
Zero-phonon overlap squared, n = 0 to 1: 0.0194 (no unit)
Crossing barrier (1,1) to (0,2): 0.0469 eV
Largest n = 1 share, 77 K, spin only: 0.187 %
Largest n = 1 share, 77 K, with orientation: 0.324 %
Largest n = 1 share, 150 K, spin only: 3.829 %
Largest n = 1 share, 150 K, with orientation: 6.451 %
Stiffness change tried per electron: 5 %
U_eff if each electron softens K so: -0.1399 eV
U_eff if each electron stiffens K so: -0.0386 eV
Stiffening per electron that gives U_eff = 0: 10.40 %
Cubic share of harmonic energy at n = 2: 10 %
Cubic coefficient: 1.80 eV/angstrom^3
U_eff with negative cubic term: -0.1540 eV
U_eff with positive cubic term: -0.0436 eV
Junction field: 0.1 MV/cm
Hole mass for tunnelling: 0.3 electron masses
Tunnelling exponent from E(1)-E(0): 18.2 (no unit)
Tunnelling exponent plus S: 22.2 (no unit)
Thermal emission exponent at 77 K: 20.1 (no unit)
Jump Fermi level over kT at 77 K: 13.8 (no unit)
all tests passed
```
